# Quasiharmonic surface stress from slab and bulk phonons

## 1. One surface atom

Let a surface cell hold one atom that vibrates with frequency $\omega_s$ in each of three directions. The same atom in the bulk would have frequency $\omega_b$. Both frequencies depend on the in-plane strain $e$, which is equal along two perpendicular directions. A classical oscillator has free energy $kT\ln(\hbar\omega/kT)$, so moving the atom from bulk to surface costs

$$G_{\rm vib}=3kT\ln\frac{\hbar\omega_s}{kT}-3kT\ln\frac{\hbar\omega_b}{kT}=3kT\ln\frac{\omega_s}{\omega_b}.$$

The logarithms of $kT$ cancel. At fixed strain $G_{\rm vib}$ is proportional to $T$, and so is its strain derivative, which is the vibrational contribution to surface stress.

Now let the atom move outward by $z$ against a static stiffness $K$, and let this lower its frequency: $\ln\omega_s=\ln\omega_{s0}-gz$. The part of the free energy that depends on $z$ is $Kz^2/2-3kTgz$. Its minimum lies at $z=3kTg/K$, where its value is

$$\frac{(3kTg)^2}{2K}-\frac{(3kTg)^2}{K}=-\frac{9g^2(kT)^2}{2K}.$$

If $g^2/K$ depends on strain, the stress acquires a $T^2$ term although the in-plane strain was held fixed. The linear law therefore needs a second condition: the internal coordinates must stay at their static equilibrium for the given strain.

## 2. Excess free energy and stress

Take a slab of $N$ layers with two equal fcc(001) faces and one atom per layer in the surface cell. Let $A_0$ be the cell area in the static cubic crystal, from which $e$ is measured. With $F_{\rm slab}$ per cell and $F_{\rm bulk}$ per atom, the excess per face is

$$G(e,T)=\tfrac12\left[F_{\rm slab}(e,T)-N F_{\rm bulk}(e,T)\right].$$

The bulk has the slab's in-plane strain and zero normal stress, as the slab interior has. Subtracting an unstrained bulk would leave elastic energy proportional to $N$ in $G$.

Fourfold symmetry makes the surface stress isotropic. Stretching a face then does work $dG=f\,dA$. Since $A=A_0(1+e)^2$, we have $dA=2A_0(1+e)\,de$ and

$$f(e,T)=\frac{1}{2A_0(1+e)}\frac{\partial G}{\partial e}. \tag{1}$$

The 2 in the denominator arises because both in-plane directions are stretched; the two faces were counted in $G$. With surface energy $\gamma=G/A$, equation (1) reads $f=\gamma+\tfrac12(1+e)\,\partial\gamma/\partial e$, so stress and energy differ in general.

## 3. Energy and force constants

The model is a second-moment potential,

$$U=\sum_i\Big[\sum_j\varphi(r_{ij})+\Phi(\rho_i)\Big],\quad \rho_i=\sum_j\psi(r_{ij}),\quad \Phi=-\xi\sqrt{\rho_i},$$

with $\varphi=Ae^{-p(r/r_0-1)}$ and $\psi=e^{-2q(r/r_0-1)}$. Each bond is counted once from either end. The neighbour list is fixed to the first three shells of the reference lattice, so no neighbour crosses a cutoff when the strain changes.

Let a bond have length $r$ and unit vector $\mathbf n$, and let its ends move by $\mathbf w=\mathbf u_j-\mathbf u_i$ relative to each other. To second order,

$$\delta r=\mathbf n\cdot\mathbf w+\frac{w^2-(\mathbf n\cdot\mathbf w)^2}{2r}.$$

A function $\varphi(r)$ therefore has the second-order change $\tfrac12\varphi''(\mathbf n\cdot\mathbf w)^2+\varphi'[w^2-(\mathbf n\cdot\mathbf w)^2]/2r$. For the embedding term, $\delta\Phi=\Phi'\delta\rho+\tfrac12\Phi''(\delta\rho)^2$. Its first part acts like a pair energy $\Phi'_i\psi$; its second needs $\delta\rho$ to first order. Collecting terms,

$$U_2=\tfrac12\sum_{ij}\mathbf w^{T}K_{ij}\mathbf w+\tfrac12\sum_i\Phi_i''\Big(\sum_j\psi'_{ij}\,\mathbf n_{ij}\cdot\mathbf w_{ij}\Big)^2,$$

$$K_{ij}=(\varphi''+\Phi'_i\psi'')\,\mathbf n\mathbf n^T+\frac{\varphi'+\Phi'_i\psi'}{r}(1-\mathbf n\mathbf n^T),$$

where $\Phi'=-\xi/(2\sqrt\rho)$ and $\Phi''=\xi/(4\rho^{3/2})$. For a wave of in-plane wave vector $\mathbf k$, replace $\mathbf w$ by $\mathbf u_j e^{i\mathbf k\cdot\mathbf R}-\mathbf u_i$, where $\mathbf R$ is the in-plane part of the bond. The quadratic form defines a Hermitian matrix $D(\mathbf k)$ whose eigenvalues are $M\omega^2$. The bulk has one atom per cell and an additional phase $\theta$ per layer, over which one averages.

At each strain the layer spacings $h$ are first relaxed until $\partial U/\partial h=0$. In-plane reconstruction is excluded by the chosen cell. All $\omega^2$ must be positive; a negative value means that the assumed structure is unstable and the method stops.

## 4. The linear law

Write $L=\sum\ln(\hbar\omega/kT)$, summed over branches and averaged over wave vectors. The classical free energy is $kTL$. Define the excess

$$\Lambda(e)=\tfrac12\left[L_{\rm slab}(e)-N L_{\rm bulk}(e)\right].$$

Slab and bulk reference both have $3N$ modes per cell, so $\Lambda$ is independent of $T$ if the spacings are the static ones, $h_0(e)$. From (1) at $e=0$,

$$f_{\rm cl}(T)=f_{\rm static}+\frac{kT}{2A_0}\Lambda'(0). \tag{2}$$

This is linear at every temperature within the classical harmonic model.

Equation (2) can be tied to the full potential. Since $\sum\ln\omega=\tfrac12\ln\det H+{\rm const}$, with $H$ the matrix of second derivatives, $dF_{\rm vib}/de=\tfrac12kT\,{\rm Tr}(H^{-1}H')$. Now let $W(\mathbf u)$ be the strain derivative of $U$ at fixed displacements $\mathbf u$ from the relaxed positions. Forces vanish at $\mathbf u=0$ for every strain, so $W$ has no linear term:

$$W(\mathbf u)=W(0)+\tfrac12\mathbf u^TH'\mathbf u+O(u^3).$$

Classical harmonic averages are $\langle u_au_b\rangle=kT(H^{-1})_{ab}$. Hence $\langle W\rangle-W(0)=\tfrac12kT\,{\rm Tr}(H^{-1}H')$ to leading order, the same expression.

The test displaces each mode with eigenvalue $\lambda$ of $H$ by $\pm\sqrt{kT/\lambda}$ and sums the mean changes of $W$, which reproduces the quadratic average. The supercells have 54 atoms: six layers of $3\times3$ cells, with the three translations removed. For the slab the result divided by $T$ is $-17.059$ meV/K at 2 K and $-17.060$ meV/K at 4 K; the frequency formula gives $-17.053$ meV/K. For the bulk the three numbers are $-15.263$, $-15.263$ and $-15.259$ meV/K. The remaining relative difference, below 0.04%, does not vanish as $T\to0$. Both sides use a strain step of $\pm0.002$, and their errors of second order in that step differ. Halving the step reduces the difference for the slab fourfold, as this explanation requires.

These supercells test the identity, not the size of the surface stress. Half their difference, divided by $2A_0$ and by nine cells, would give a slope near $-0.12$ mN/(m K), far from the value found below with a finer mesh. The cause is the coarse mesh, which includes $\mathbf k=0$, and not the thickness: ten layers on the same mesh give $-0.13$ mN/(m K), while six layers on the $8\times8$ mesh used below give $-0.30$ mN/(m K). Nine wave vectors shifted away from zero give $-0.37$ mN/(m K) for six layers, an error of the opposite sign.

## 5. Two departures from linearity

**Quantum statistics.** The harmonic free energy of a mode is

$$\frac{\hbar\omega}{2}+kT\ln(1-e^{-x})=kT\ln\Big(2\sinh\frac x2\Big),\qquad x=\frac{\hbar\omega}{kT}.$$

Because $\sinh y=y(1+y^2/6+\dots)$, with $y=x/2$, the logarithm is $\ln x+x^2/24+\dots$. The first term is classical. The second adds $(\hbar\omega)^2/(24kT)$ per mode, and $\sum\omega^2={\rm Tr}D/M$ needs no diagonalization. At high temperature, therefore,

$$f_{\rm q}-f_{\rm cl}\simeq\frac{1}{2A_0}\frac{\hbar^2}{24MkT}\frac{d}{de}\,\frac{{\rm Tr}D_{\rm slab}-N\,{\rm Tr}D_{\rm bulk}}{2}, \tag{3}$$

with the traces averaged over wave vectors. At the other end, $T\to0$, the zero-point energy $\sum\hbar\omega/2$ remains and the stress becomes independent of $T$.

**Thermal relaxation of the spacings.** Let $h=h_0+\eta$, $F_h=\partial F_{\rm vib}/\partial h$ and $K=\partial^2U/\partial h^2$ at $h_0$. To leading order the change of free energy is $\tfrac12\eta^TK\eta+F_h^T\eta$. Setting its derivative to zero gives $\eta=-K^{-1}F_h$, and inserting this,

$$\Delta F=\tfrac12F_h^TK^{-1}F_h-F_h^TK^{-1}F_h=-\tfrac12F_h^TK^{-1}F_h. \tag{4}$$

Classically $F_h\propto T$, so $\Delta F\propto T^2$. The same step applies to the bulk layer spacing, whose contribution must be subtracted.

## 6. The algorithm

1. Find the static cubic lattice and choose five equally spaced strains, $0,\pm\delta,\pm2\delta$.
2. At each strain relax the spacings of slab and bulk statically.
3. Diagonalize $D$ for both on the same in-plane mesh and form $G$. This gives the fixed-spacing result.
4. For the quasiharmonic result, minimize $U(h)+F_{\rm vib}(h,T)$ separately in slab and bulk at each strain. Each step is $-K^{-1}(\partial U/\partial h+F_h)$, which is the $\eta$ of section 5 with the full gradient; gradient and stiffness are renewed until the step is negligible.
5. Pass a quartic through the five values of $G$ and apply (1), at $e=0$ or at the thermal strain $e_T$ that minimizes the bulk free energy of the cubic crystal.

For a quartic through five points the central derivative has a simple form. Let $D_1$ and $D_2$ be the central differences over $\pm\delta$ and $\pm2\delta$. Taylor expansion gives $D_1=G'+G'''\delta^2/6+\dots$ and $D_2=G'+4G'''\delta^2/6+\dots$. Eliminating $G'''$,

$$G'(0)=\frac{4D_1-D_2}{3}+O(\delta^4).$$

## 7. A crystal in the regime of copper

The round parameters are $A=0.086$ eV, $\xi=1.22$ eV, $p=11$, $q=2.3$, $r_0=0.256$ nm and $M=63.5$ u. The static lattice constant is 0.3632 nm and $A_0=0.065973$ nm². The slab has ten layers. The in-plane mesh is $8\times8$, shifted so that it avoids $\mathbf k=0$, and $\delta=0.0075$.

**Static part.** The values of $G$ at the five strains, from compression to tension, are 0.518142, 0.525177, 0.532346, 0.539657 and 0.547120 eV. Then

$$D_1=\frac{0.539657-0.525177}{0.015}=0.96533,\quad D_2=\frac{0.547120-0.518142}{0.03}=0.96593$$

in eV, so $G'=0.96513$ eV. Dividing by $2A_0=0.131946$ nm² and using 1 eV/nm² = 0.160218 N/m gives $f_{\rm static}=1.172$ N/m. The surface energy is 1.293 J/m².

There is an independent route to this stress. Because $\partial U/\partial h=0$, only the explicit in-plane stretching of bonds contributes to $dU/de$, and the bulk term vanishes at cubic equilibrium. Hence $f_{\rm static}=(4A_0)^{-1}\sum(\varphi'+\Phi'_i\psi')(x^2+y^2)/r$, summed over slab bonds with in-plane components $x,y$. The test gives 1.17193 N/m by both routes.

**Classical slope.** The corresponding values of $\Lambda$ are $-0.670160$, $-0.687277$, $-0.707180$, $-0.729827$ and $-0.755231$. The same formula gives $\Lambda'=-2.8370$. Therefore

$$\frac{df_{\rm cl}}{dT}=\frac{1.38065\times10^{-23}\ {\rm J/K}}{2(0.065973\times10^{-18}\ {\rm m^2})}(-2.8370)=-0.297\ {\rm mN/(m\,K)}.$$

The negative $\Lambda$ says that the slab's modes are softer on average than the bulk's. The negative $\Lambda'$ says that tension increases this difference. At 300 K the classical term lowers the stress by 0.089 N/m, but it lowers the surface energy by $kT|\Lambda|/A_0=0.044$ J/m², half as much.

**All contributions.** The stresses in N/m are:

| $T$ (K) | classical, fixed $h$ | quantum, fixed $h$ | quantum, relaxed $h$ | relaxed, at $e_T$ |
|---|---|---|---|---|
| 100 | 1.1422 | 1.1363 | 1.1372 | 1.1413 |
| 300 | 1.0829 | 1.0809 | 1.0863 | 1.0894 |
| 500 | 1.0235 | 1.0223 | 1.0375 | 1.0314 |

The first three stress columns are at $e=0$. The third and fourth decimals are kept to show differences between columns, not as the accuracy of the stress: on a $16\times16$ mesh the last two columns rise by 3 to 4 mN/m at 300 K and by 5 to 8 mN/m at 500 K.

The quantum shift at fixed spacings is $-5.9$, $-2.0$ and $-1.2$ mN/m. Equation (3) was tested at 900 K, where the full difference is $-0.6472$ mN/m and the trace formula gives $-0.6468$ mN/m. Scaled as $1/T$, the latter predicts $-5.8$, $-1.9$ and $-1.2$ mN/m, so the leading correction is still useful at 100 K for this quantity.

Spacing relaxation raises the stress by 5.4 mN/m at 300 K; the classical $T^2$ law gives 4.8 mN/m. For classical statistics, complete minimization divided by the law (4) gives stress ratios of 1.0029 at 20 K and 1.0059 at 40 K. The deviation doubles with $T$, as the next order requires, and linear extrapolation to $T=0$ gives 0.9999.

**Why the effect of thermal expansion changes sign.** Going from $e=0$ to $e_T$ raises the stress at 100 and 300 K but lowers it at 500 K. Differentiating (1) at $e=0$ gives

$$\frac{\partial f}{\partial e}=\frac{G''}{2A_0}-f.$$

Second differences of the static data give $G''\approx2.5$ eV, hence a static derivative of about $3.1-1.2=1.9$ N/m. Those of $\Lambda$ give $\Lambda''\approx-49$, hence a classical vibrational derivative of about $-4.8\times10^{-3}$ N/(m K) times $T$. On the $8\times8$ mesh the sum vanishes near 400 K. At 300 K it is about 0.46 N/m; with $e_T=0.638\%$ this predicts a rise of 2.9 mN/m, against 3.0 mN/m in the table. At 500 K, with $e_T=1.070\%$, it predicts a fall of about 5 mN/m, against 6.1 mN/m. These estimates leave out spacing relaxation, quantum statistics and higher orders in $e_T$, so they explain the change of sign but need not agree as closely as they do at 300 K.

## 8. Error analysis

**Bulk reference.** The difference between slabs of 14 and 10 layers, divided by four, must approach the bulk free energy per atom. In units of $kT$ at 300 K, classically, it is $-0.78594$; bulk phonons give $-0.78603$. The two agree to $10^{-4}$, which tests the subtraction.

**Thickness.** On the $8\times8$ mesh, 14 layers change the classical slope by 0.2%.

**Mesh.** With ten layers, a $16\times16$ mesh gives $-0.287$ mN/(m K), smaller in magnitude by 3.3%. At 300 K this is 3 mN/m, as large as the expansion effect in the table. Meshes of $32\times32$ and $64\times64$ both give $-0.284$ mN/(m K), so the $8\times8$ slope is nearly 5% too large in magnitude. The smaller effects in the table depend more strongly on the mesh. With $16\times16$ points, spacing relaxation at 300 K contributes 6.4 instead of 5.4 mN/m. Going from $e=0$ to $e_T$ then changes the stress by $+2.1$ instead of $+3.0$ mN/m at 300 K, and by $-9.0$ instead of $-6.1$ mN/m at 500 K. The change of sign remains, but the temperature estimated for it at fixed spacings falls from about 400 K to about 360 K on the $32\times32$ mesh. The quasiharmonic 300 K stress of this model is best quoted as 1.09 N/m; the anharmonic term estimated below could change the last digit.

Refining the mesh at fixed thickness does not by itself give the limit of two independent faces. A plate of thickness $t$ and density $\rho_m$, under net force per length $\tau$, has long bending waves with $\rho_mt\,\omega^2=\tau q^2+Bq^4$. Here $\tau\approx2f+Yte$ at small strain, with $Y$ the biaxial modulus and the much weaker strain dependence of $f$ left out. The strain also changes $B$, $q$ and the mass per area, but those contributions to $d\ln\omega/de$ do not grow at small $q$. The contribution through $\tau$ alone is, at $e=0$,

$$\frac{d\ln\omega}{de}=\frac{Yt}{2(2f+Bq^2)}.$$

When $Bq^2\gg2f$ and $B\sim Yt^3/12$, this is about $6/(qt)^2$. It grows as $qt$ falls, until $Bq^2$ drops below $2f$ and it levels off at $Yt/(4f)$. This contribution belongs to the whole plate, not to two independent faces. It dominates only for very long waves: in the ten-layer slab, for waves along the edge of the surface cell, the whole derivative is 31 at $qt=0.22$, where the formula gives about 35, but $-2$ at $qt=0.89$, where the formula gives 7. The values depend on direction: along the cell diagonal the whole derivative is 38 and 3.5 at the same two values of $qt$. The smallest $qt$ is about 3.9 on the $8\times8$ mesh and 2.0 on the $16\times16$ mesh. The plate formula holds for $qt\ll1$, so on these two meshes it is not quantitative. Finer meshes approach that range, but only a small part of the wave vectors lies there, and the effect on the slope is small: on the $32\times32$ mesh, slabs of six and ten layers agree to about 0.2%. Where higher accuracy is wanted, thickness should be increased along with the mesh.

**Explicit anharmonicity.** The quasiharmonic method lets frequencies depend on strain and spacings but omits other phonon interactions. Let $V$ be the potential energy beyond its harmonic part. Expanding $-kT\ln\langle e^{-V/kT}\rangle$ in harmonic averages gives, to order $T^2$,

$$F_{\rm anh}=\langle V_{\rm even}\rangle-\frac{\langle V_{\rm odd}^2\rangle}{2kT},$$

where the parts are even and odd in displacement. The mean shift of layers is removed because spacing relaxation already contains it. Random sampling in the 54-atom supercells at 300 K gives $3.8\pm2.9$ mN/m, the uncertainty being one standard error. By itself this is not distinguishable from zero. The same averages can be found to leading order without sampling, from the third and fourth derivatives of $U$. They give 7.3 mN/m in these supercells, and 5.1 and 3.9 mN/m with $4\times4$ and $5\times5$ surface cells and a ten-layer bulk cell. The value is thus not converged with cell size, but the omitted term may be comparable with the retained $T^2$ term.

**Electrons.** Free electrons, one per atom, have thermal free energy $-(\pi^2/4)(kT)^2/E_F$ per atom. At fixed layer thickness $E_F\propto(1+e)^{-4/3}$. Assigning one layer's whole contribution to the surface gives a stress of magnitude

$$\frac{1}{2A_0}\,\frac43\,\frac{\pi^2}{4}\frac{(kT)^2}{E_F}\approx0.4\ {\rm mN/m}$$

at 300 K, with $E_F=6.96$ eV. This is a scale, not a bound.

## 9. Comparison with copper films

The model's lattice constant and its cohesive energy of 3.48 eV per atom are close to copper's rough values of 0.36 nm and 3.5 eV. Its surface energy of 1.3 J/m² is low against a rough 1.8 J/m². Its mean linear expansion between 300 and 500 K, $(1.070-0.638)\%/200\ {\rm K}=22\times10^{-6}$ K⁻¹, is high against a rough $17\times10^{-6}$ K⁻¹. The potential is therefore a larger source of doubt about the absolute stress than the numerical errors above. Its cutoff alone matters: with the same parameters but five neighbour shells instead of three, the static stress rises from 1.17 to 1.28 N/m and the surface energy from 1.29 to 1.33 J/m², and the classical slope on the $8\times8$ mesh changes from $-0.297$ to $-0.315$ mN/(m K), more than its mesh error. In a flat, clean, freestanding film 10 nm thick, balance of forces requires a mean interior compression of $2f/t=2(1.09\ {\rm N/m})/(10\ {\rm nm})\approx220$ MPa with the model's 300 K value; the static stress would give about 230 MPa. A film on a substrate breaks the assumption of free in-plane expansion. With relaxed spacings, the table's 300 K stresses at $e=0$ and $e_T$ give a mean strain derivative of $(1.0894-1.0863)/0.00638\approx0.5$ N/m. On the $16\times16$ mesh this mean is 0.3 N/m, and the local derivative at $e_T$ is 0.4 N/m. At 300 K an imposed strain change of 0.1% then moves the model's $f$ by roughly 0.3 to 0.5 mN/m; at 500 K the local derivative has the opposite sign, about $-0.6$ N/m on the $16\times16$ mesh. Oxide, adsorbates, steps and vacancies are also absent from the model, and their effect has not been sized.

The numerical output follows.

## Computed values

```
inputs: A = 0.086 eV, xi = 1.22 eV, p = 11.0, q = 2.3, r0 = 0.256 nm, mass = 63.5 u
slab layers = 10, surface mesh = 8 x 8, shells = 3 (42 neighbours)
static lattice constant = 0.36324 nm, cell area A0 = 0.065973 nm^2
static bulk energy = -3.4814 eV/atom
largest bulk phonon energy on mesh = 31.71 meV
static surface energy = 1.2928 J/m^2
static surface stress: fit = 1.17193 N/m, virial = 1.17193 N/m
static change of outer three spacings = [-1.009 -0.384 -0.002] %
strain (%), static excess (eV/cell), excess sum ln(hw/kT) (per cell):
   -1.50  0.518142  -0.670160
   -0.75  0.525177  -0.687277
    0.00  0.532346  -0.707180
    0.75  0.539657  -0.729827
    1.50  0.547120  -0.755231
classical slope df/dT = -0.29686 mN/(m K)
slope with 14 layers = -0.29637 mN/(m K)
slope with 16 x 16 mesh = -0.28701 mN/(m K)
classical bulk F/kT at 300 K: phonons = -0.786028, slab difference = -0.785944
slab supercell (dF/de)/T: mean at 2 K = -17.05949, at 4 K = -17.05962, log formula = -17.05344 meV/K
bulk supercell (dF/de)/T: mean at 2 K = -15.26322, at 4 K = -15.26329, log formula = -15.25890 meV/K
quantum minus classical stress at 900 K = -0.6472 mN/m, trace law = -0.6468 mN/m
zero-point stress, static spacings = -23.571 mN/m
relaxation, full/T^2 law: 20 K = 1.0029, 40 K = 1.0059, extrapolated = 0.9999
T^2-law relaxation stress at 300 K = 4.845 mN/m
T (K); stress (N/m): classical fixed, quantum fixed, quantum relaxed;
  thermal strain (%); quantum relaxed stress at that strain (N/m):
  100  1.14224  1.13633  1.13723  0.2880  1.14133
  300  1.08287  1.08092  1.08634  0.6381  1.08935
  500  1.02350  1.02233  1.03750  1.0704  1.03144
neglected anharmonic stress at 300 K = 3.82 +/- 2.88 mN/m (standard error)
free-electron Fermi energy = 6.964 eV
neglected electronic stress scale at 300 K = 0.383 mN/m
```
